**Collisional ion sheath with constant mean free path**

The program tests the law J = (2/3)(5/3)^(3/2) ε₀ [2eλ/(πM)]^(1/2) V^(3/2)/s^(5/2) for a steady sheath with λ much smaller than s. Here J is the ion current density, V the potential drop, s the sheath thickness, λ the charge-exchange mean free path, M the ion mass, e the elementary charge and ε₀ the vacuum permittivity. It asserts that simulated ion flights agree with the drift law and collision energy, and that numerical integration of Poisson's equation reproduces the prefactor, profiles and powers. It also solves a nonlocal kinetic model and asserts its approach to the collisional law at small λ/s and to Child's law without collisions. For an argon sheath at 150 mTorr, 1000 V and 10 mm, the local law gives 1.13 A/m² and the kinetic model gives 1.03 A/m². The output also sizes the effects of edge electrons, a varying mean free path, gas temperature and ionization. With the rough inputs used, ions created inside the sheath amount to about a tenth of the flux at the electrode.

## Verification by program

```python
# Collisional high-voltage ion sheath with constant charge-exchange path.
# Result under test:
#   J = (2/3)(5/3)^(3/2) eps0 sqrt(2 e L/(pi M)) V^(3/2) / s^(5/2)
# J: ion current density, V: sheath potential drop, s: sheath thickness,
# L: ion mean free path, M: ion mass, E: field towards the electrode.
# Ions are reborn at rest at each collision; the result needs L << s.
# SI units are used inside the program; temperatures Te are in volts.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

e, eps0, kB = const.e, const.epsilon_0, const.k
M = 39.948 * const.atomic_mass


def simulate_flights(n_ions=20000, dt=0.01, t_end=25.0, t_skip=5.0):
    """Uniform field; units with acceleration = mean free path = 1."""
    rng = np.random.default_rng(7)
    v = np.zeros(n_ions)
    speed_sum, steps, energy_sum, hits = 0.0, 0, 0.0, 0
    for k in range(int(t_end / dt)):
        mid = v + dt / 2
        hit = rng.random(n_ions) < -np.expm1(-mid * dt)
        if k * dt >= t_skip:
            speed_sum += mid.mean()
            steps += 1
            energy_sum += 0.5 * np.sum(mid[hit]**2)
            hits += np.count_nonzero(hit)
        v += dt
        v[hit] = dt / 2
    return speed_sum / steps, energy_sum / hits


def integrate_poisson(J, s, drift):
    """Field and potential drop at s/2 and s, from a tiny edge field."""
    def rhs(x, y):
        return [J / (eps0 * drift(y[0])), y[0]]
    sol = solve_ivp(rhs, (0, s), [1.0, 0.0], method="DOP853",
                    t_eval=[s / 2, s], rtol=1e-9, atol=1e-7)
    assert sol.success
    return sol.y


def shoot_current(V, s, drift):
    def miss(logJ):
        return integrate_poisson(np.exp(logJ), s, drift)[1, -1] - V
    return np.exp(brentq(miss, np.log(0.01), np.log(100), xtol=1e-10))


def kinetic_sheath(ratio, n_grid=240, n_quad=120):
    """Self-consistent nonlocal sheath for ratio = L/s.

    x/s = z^3 and potential drop/V = z^4 h(z), with h smooth.
    Returns C = J s^2/(eps0 sqrt(2e/M) V^1.5) and the mean impact
    energy divided by eV. Entering ions start at rest.
    """
    z = np.linspace(0, 1, n_grid + 1)
    nodes, weights = np.polynomial.legendre.leggauss(n_quad)
    q, w = (nodes + 1) / 2, weights / 2
    zz = z[1:, None]
    birth = zz * (1 - q**2)
    survive = np.exp(-(zz**3 - birth**3) / ratio) / ratio
    measure = 6 * birth**2 * zz * q * w
    h = np.ones_like(z)
    C_old = 0.0
    for _ in range(300):
        spline = CubicSpline(z, h)
        drop = zz**4 * spline(zz) - birth**4 * spline(birth)
        born = np.sum(survive * measure / np.sqrt(drop), axis=1)
        entered = np.exp(-z[1:]**3 / ratio) / (z[1:]**2 * np.sqrt(h[1:]))
        G = np.empty_like(z)
        G[0] = 1 / np.sqrt(h[0])
        G[1:] = z[1:]**2 * (born + entered)
        field = 3 * CubicSpline(z, G).antiderivative()(z)
        phi = CubicSpline(z, 3 * z**2 * field).antiderivative()(z)
        C = 1 / phi[-1]
        new = np.empty_like(h)
        new[0] = 9 * C * G[0] / 4
        new[1:] = C * phi[1:] / z[1:]**4
        change = max(abs(C / C_old - 1) if C_old else 1.0,
                     np.max(np.abs(new / h - 1)))
        h = h / 3 + 2 * new / 3
        C_old = C
        if change < 1e-8:
            break
    assert change < 1e-8, "kinetic iteration did not converge"
    energy = np.sum(survive[-1] * measure[-1] * drop[-1])
    energy += np.exp(-1 / ratio)
    return C, energy


def local_C(ratio):
    return (2 / 3) * (5 / 3)**1.5 * np.sqrt(ratio / np.pi)


def thickness_power(ratio):
    up, down = kinetic_sheath(1.05 * ratio)[0], kinetic_sheath(ratio / 1.05)[0]
    return -2 - np.log(up / down) / (2 * np.log(1.05))


# Example inputs: rough typical values for an argon sputter-etch sheath
p_mTorr, T_gas, V, s = 150.0, 300.0, 1000.0, 0.010
sigma_cx, Te = 4e-19, 3.0
gamma_se, sigma_ion, path_power = 0.1, 1.5e-20, 0.1
n_gas = p_mTorr * 1e-3 * const.torr / (kB * T_gas)
L = 1 / (n_gas * sigma_cx)
ratio = L / s
a = np.sqrt(2 * e * L / (np.pi * M))
J = (2 / 3) * (5 / 3)**1.5 * eps0 * a * V**1.5 / s**2.5
E_wall = 5 * V / (3 * s)
u_wall = a * np.sqrt(E_wall)
n_wall = J / (e * u_wall)

# Drift law and collision energy against stochastic flights
mc_speed, mc_energy = simulate_flights()
assert abs(mc_speed / np.sqrt(2 / np.pi) - 1) < 0.005  # sampling, time step
assert abs(mc_energy - 1) < 0.01  # sampling noise

# Local sheath: prefactor, profile and exponents by shooting


def drift(E):
    return a * np.sqrt(E)


J_num = shoot_current(V, s, drift)
fields, drops = integrate_poisson(J_num, s, drift)
power_V = np.log2(shoot_current(2 * V, s, drift) / J_num)
power_s = np.log2(shoot_current(V, 2 * s, drift) / J_num)
assert abs(J_num / J - 1) < 1e-5
assert abs(fields[1] / E_wall - 1) < 1e-5
assert abs(fields[0] / fields[1] - 0.5**(2 / 3)) < 1e-5
assert abs(drops[0] / V - 0.5**(5 / 3)) < 1e-5
assert abs(power_V - 1.5) < 1e-4 and abs(power_s + 2.5) < 1e-4

# Mean free path growing weakly with field changes both exponents


def drift_varied(E):
    return a * np.sqrt(E) * (E / E_wall)**(path_power / 2)


J_var = shoot_current(V, s, drift_varied)
var_V = np.log2(shoot_current(2 * V, s, drift_varied) / J_var)
var_s = np.log2(shoot_current(V, 2 * s, drift_varied) / J_var)
drift_power = 0.5 + path_power / 2
assert abs(var_V - (1 + drift_power)) < 1e-4
assert abs(var_s + (2 + drift_power)) < 1e-4

# Nonlocal kinetic sheath: both limits and the example
C_free = kinetic_sheath(1e5)[0]
assert abs(C_free / (4 / 9) - 1) < 1e-4
scan = [0.1, 0.01, 0.001]
scan_ratio = [kinetic_sheath(r)[0] / local_C(r) for r in scan]
assert abs(scan_ratio[-1] - 1) < 0.01
assert abs(scan_ratio[-1] - 1) < abs(scan_ratio[0] - 1) / 5
power_small = thickness_power(0.001)
assert abs(power_small + 2.5) < 0.01
energy_small = kinetic_sheath(0.001)[1]
assert abs(energy_small / (5 * 0.001 / 3) - 1) < 0.01
C_kin, energy_kin = kinetic_sheath(ratio)
C_coarse = kinetic_sheath(ratio, 120, 80)[0]
grid_shift = abs(C_coarse / C_kin - 1)
assert grid_shift < 1e-4
J_unit = eps0 * np.sqrt(2 * e / M) * V**1.5 / s**2
J_kin, J_child = C_kin * J_unit, (4 / 9) * J_unit
power_example = thickness_power(ratio)
crossing = brentq(lambda r: local_C(r) - 4 / 9, 0.01, 1)

# Entry at the Bohm speed with Boltzmann electrons in the sheath
E_edge = np.pi * Te / (2 * L)
u_bohm = np.sqrt(e * Te / M)
assert abs(drift(E_edge) / u_bohm - 1) < 1e-12


def thickness_with_electrons(current):
    def rhs(phi, y):
        charge = y[0]**-0.5 - E_edge**-0.5 * np.exp(-phi / Te)
        return [current * charge / (eps0 * a * y[0]), 1 / y[0]]
    sol = solve_ivp(rhs, (0, V), [E_edge, 0.0], method="LSODA",
                    rtol=1e-8, atol=[1e-4, 1e-12])
    assert sol.success
    return sol.y[1, -1]


J_el = brentq(lambda j: thickness_with_electrons(j) - s, J / 5, 5 * J)
n_edge = J / (e * u_bohm)
debye = np.sqrt(eps0 * Te / (e * n_edge))

# Gas temperature and ionization by secondary electrons (estimates)
E_thermal = kB * T_gas / (e * L)
cold_fail = (E_thermal / E_wall)**1.5
extra_ions = gamma_se * np.expm1(n_gas * sigma_ion * s)

print(f"gas pressure: {p_mTorr:.0f} mTorr")
print(f"gas temperature: {T_gas:.0f} K")
print(f"sheath potential drop: {V:.0f} V")
print(f"sheath thickness: {s*1e3:.1f} mm")
print(f"charge-exchange cross-section: {sigma_cx:.1e} m2")
print(f"argon ion mass: {M:.4e} kg")
print(f"gas density: {n_gas:.3e} m-3")
print(f"ion mean free path L: {L*1e3:.4f} mm")
print(f"L/s: {ratio:.4f} (no unit)")
print(f"drift coefficient a: {a:.3f} m s-1 (V/m)^-1/2")
print(f"current density, local law: {J:.4f} A/m2")
print(f"same current density: {J*0.1:.4f} mA/cm2")
print(f"current density by shooting: {J_num:.4f} A/m2")
print(f"wall field: {E_wall/1e3:.2f} kV/m")
print(f"wall drift speed: {u_wall:.0f} m/s")
print(f"wall ion density: {n_wall:.3e} m-3")
print(f"potential fraction at half depth: {drops[0]/V:.4f} (no unit)")
print(f"field fraction at half depth: {fields[0]/fields[1]:.4f} (no unit)")
print(f"fitted powers of V and s: {power_V:.4f}, {power_s:.4f}")
print(f"simulated drift / sqrt(eEL/M): {mc_speed:.4f} (no unit)")
print(f"formula drift / sqrt(eEL/M): {np.sqrt(2/np.pi):.4f} (no unit)")
print(f"simulated collision energy / eEL: {mc_energy:.4f} (no unit)")
for r, value in zip(scan, scan_ratio):
    print(f"kinetic J / local J at L/s={r:g}: {value:.4f} (no unit)")
print(f"kinetic power of s at L/s=0.001: {power_small:.4f}")
print(f"kinetic power of s in example: {power_example:.4f}")
print(f"kinetic C without collisions: {C_free:.5f} (no unit)")
print(f"L/s where local law meets Child law: {crossing:.4f} (no unit)")
print(f"kinetic current density: {J_kin:.4f} A/m2")
print(f"kinetic change of J: {100*(J_kin/J-1):.2f} %")
print(f"kinetic grid shift of J: {100*grid_shift:.1e} %")
print(f"collisionless Child current density: {J_child:.4f} A/m2")
print(f"mean impact energy, local law: {E_wall*L:.2f} eV")
print(f"mean impact energy, kinetic: {energy_kin*V:.2f} eV")
print(f"electron temperature: {Te:.1f} eV")
print(f"Bohm speed: {u_bohm:.0f} m/s")
print(f"edge field for Bohm-speed drift: {E_edge/1e3:.3f} kV/m")
print(f"edge plasma density: {n_edge:.3e} m-3")
print(f"edge Debye length: {debye*1e3:.4f} mm")
print(f"J with Bohm entry and electrons: {J_el:.4f} A/m2")
print(f"change of J from entry and electrons: {100*(J_el/J-1):.2f} %")
print(f"field where eEL equals kT: {E_thermal:.2f} V/m")
print(f"sheath fraction below that field: {cold_fail:.2e} (no unit)")
print(f"assumed power of L in field: {path_power:.2f}")
print(f"resulting powers of V and s: {var_V:.4f}, {var_s:.4f}")
print(f"change of J from varying L: {100*(J_var/J-1):.2f} %")
print(f"secondary-electron yield: {gamma_se:.2f} (no unit)")
print(f"electron ionization cross-section: {sigma_ion:.1e} m2")
print(f"extra ions from sheath ionization: {100*extra_ions:.1f} %")
print("all tests passed")
```

It prints:

```
gas pressure: 150 mTorr
gas temperature: 300 K
sheath potential drop: 1000 V
sheath thickness: 10.0 mm
charge-exchange cross-section: 4.0e-19 m2
argon ion mass: 6.6335e-26 kg
gas density: 4.828e+21 m-3
ion mean free path L: 0.5178 mm
L/s: 0.0518 (no unit)
drift coefficient a: 28.216 m s-1 (V/m)^-1/2
current density, local law: 1.1333 A/m2
same current density: 0.1133 mA/cm2
current density by shooting: 1.1333 A/m2
wall field: 166.67 kV/m
wall drift speed: 11519 m/s
wall ion density: 6.140e+14 m-3
potential fraction at half depth: 0.3150 (no unit)
field fraction at half depth: 0.6300 (no unit)
fitted powers of V and s: 1.5000, -2.5000
simulated drift / sqrt(eEL/M): 0.8015 (no unit)
formula drift / sqrt(eEL/M): 0.7979 (no unit)
simulated collision energy / eEL: 0.9970 (no unit)
kinetic J / local J at L/s=0.1: 0.8533 (no unit)
kinetic J / local J at L/s=0.01: 0.9780 (no unit)
kinetic J / local J at L/s=0.001: 0.9973 (no unit)
kinetic power of s at L/s=0.001: -2.4975
kinetic power of s in example: -2.4225
kinetic C without collisions: 0.44444 (no unit)
L/s where local law meets Child law: 0.3016 (no unit)
kinetic current density: 1.0329 A/m2
kinetic change of J: -8.86 %
kinetic grid shift of J: 8.5e-07 %
collisionless Child current density: 2.7350 A/m2
mean impact energy, local law: 86.30 eV
mean impact energy, kinetic: 80.80 eV
electron temperature: 3.0 eV
Bohm speed: 2692 m/s
edge field for Bohm-speed drift: 9.101 kV/m
edge plasma density: 2.628e+15 m-3
edge Debye length: 0.2512 mm
J with Bohm entry and electrons: 1.1753 A/m2
change of J from entry and electrons: 3.71 %
field where eEL equals kT: 49.93 V/m
sheath fraction below that field: 5.18e-06 (no unit)
assumed power of L in field: 0.10
resulting powers of V and s: 1.5500, -2.5500
change of J from varying L: -5.15 %
secondary-electron yield: 0.10 (no unit)
electron ionization cross-section: 1.5e-20 m2
extra ions from sheath ionization: 10.6 %
all tests passed
```
